# Why TM light can scatter less at silicon strip sidewalls

A silicon strip 500 nm wide and 220 nm high, surrounded by oxide, carries 1 mW at a wavelength of 1550 nm. In the TE mode the electric field is mainly horizontal, normal to the vertical walls. Just inside a wall, near mid-height, this normal field is 0.20 V/µm. In the TM mode the field is mainly vertical, along the walls, and at the same place it is 0.38 V/µm. TM thus has the larger main field in the silicon at the wall. Yet with identical wall roughness the calculated radiation loss is 2.9 dB/cm for TE and 0.63 dB/cm for TM.

The main component just inside the wall is evidently the wrong thing to compare. We need to know which combination of wall fields a rough wall responds to, and which components each mode supplies.

## What a displaced wall does

Let \(x\) be horizontal across the strip, \(y\) vertical and \(z\) along it. Fields vary as \(e^{i\beta z-i\omega t}\), with \(\beta=n_{\rm eff}k_0\) and \(k_0=2\pi/\lambda\). The relative permittivities are \(\varepsilon_1=12.11\) for silicon and \(\varepsilon_2=2.085\) for oxide. Write \(\Delta=\varepsilon_1-\varepsilon_2\), and let \(d=D/\varepsilon_0\) be the displacement field in units of electric field.

Compare a mode \(\mathbf E_0,\mathbf H_0,\beta_0\) of the smooth strip with the mode \(\mathbf E,\mathbf H,\beta\) after a permittivity change \(\delta\varepsilon\). Maxwell's equations are \(\nabla\times\mathbf E=i\omega\mu_0\mathbf H\) and \(\nabla\times\mathbf H=-i\omega\varepsilon_0\varepsilon\mathbf E\). Using \(\nabla\cdot(\mathbf A\times\mathbf B)=\mathbf B\cdot\nabla\times\mathbf A-\mathbf A\cdot\nabla\times\mathbf B\),

\[
\begin{aligned}
\nabla\cdot(\mathbf E_0^*\times\mathbf H)&=-i\omega\mu_0\mathbf H_0^*\cdot\mathbf H+i\omega\varepsilon_0(\varepsilon+\delta\varepsilon)\mathbf E_0^*\cdot\mathbf E,\\
\nabla\cdot(\mathbf E\times\mathbf H_0^*)&=+i\omega\mu_0\mathbf H_0^*\cdot\mathbf H-i\omega\varepsilon_0\varepsilon\,\mathbf E_0^*\cdot\mathbf E .
\end{aligned}
\]

In the sum the magnetic terms cancel and only \(i\omega\varepsilon_0\delta\varepsilon\,\mathbf E_0^*\cdot\mathbf E\) remains. Integrate over the cross-section. Guided fields vanish far away, so the transverse part of the divergence drops out, and \(\partial_z\) gives \(i(\beta-\beta_0)\). To leading order the integral of the two cross products is \(4P\), where \(P\) is the guided power. Hence

\[
\delta\beta=\frac{\omega\varepsilon_0}{4P}\int\delta\varepsilon\,\mathbf E_0^*\cdot\mathbf E\,dx\,dy .
\]

Now move a vertical wall outward by a small distance \(f\). A thin layer changes from oxide to silicon, so \(\delta\varepsilon=\Delta\). The tangential field is continuous and hardly changes. The normal field does change: the old one was \(d_x/\varepsilon_2\), the new one is \(d_x/\varepsilon_1\), because it is \(d_x\) that is continuous. The layer therefore contributes, per unit height,

\[
f\Delta\,W,\qquad
W=|E_y|^2+|E_z|^2+\frac{|d_x|^2}{\varepsilon_1\varepsilon_2}.
\]

For an inward shift \(\delta\varepsilon=-\Delta\), the layer thickness is \(|f|\), and the two normal fields exchange roles. The same expression follows, with negative \(f\). It needs \(f\) to be small and the wall slope shallow. For the roughness used below \(\sigma/L_c=0.04\), but an exponential correlation has no finite rms slope: it is 0.015 if only roughness wavenumbers up to 0.02 nm⁻¹ are counted, the range that scatters the guided light, and it grows without bound as finer detail is included. The model therefore assumes a wall that is smooth at the finest scales.

The last term of \(W\) is \(|E_{x,\rm in}||E_{x,\rm out}|\), the product of the normal fields on the two sides. Neither the inner nor the outer field squared would be correct. Two tangential terms stand beside it, so a field parallel to the wall gives no immunity.

## The slab, where everything can be solved

Take a silicon slab with walls at \(x=\pm a\), uniform in \(y\). Inside, the lowest mode varies as \(\cos\kappa x\); outside, it decays as \(e^{-\gamma(|x|-a)}\), with

\[
\beta^2=k_0^2\varepsilon_1-\kappa^2=k_0^2\varepsilon_2+\gamma^2,
\qquad \kappa^2+\gamma^2=k_0^2\Delta .
\]

**Field along the wall.** Let \(E_y=\cos\kappa x\) inside. Continuity of \(E_y\) and of its slope (which is proportional to \(H_z\)) gives \(\tan\kappa a=\gamma/\kappa\). Per unit height, \(P=(\beta/2\omega\mu_0)\int E_y^2dx\), and

\[
\int E_y^2dx=a+\frac{\sin\kappa a\cos\kappa a}{\kappa}+\frac{\cos^2\kappa a}{\gamma}
=a+\cos^2\kappa a\,\frac{\gamma^2+\kappa^2}{\kappa^2\gamma}=a+\frac1\gamma .
\]

The last step uses \(1/\cos^2\kappa a=1+\gamma^2/\kappa^2\). Moving both walls outward, each with \(W=\cos^2\kappa a\), the shift formula gives

\[
\frac{d\beta}{da}=\frac{\omega\varepsilon_0}{4P}\,2\Delta\cos^2\kappa a
=\frac{k_0^2\Delta\cos^2\kappa a}{\beta(a+1/\gamma)}
=\frac{\kappa^2}{\beta(a+1/\gamma)} .
\]

The mode condition confirms this without any wall field. Differentiate \(\kappa\tan\kappa a=\gamma\), using \(\gamma'=-\kappa\kappa'/\gamma\):

\[
\kappa'\left[\tan\kappa a+\frac{\kappa a}{\cos^2\kappa a}+\frac{\kappa}{\gamma}\right]
=-\frac{\kappa^2}{\cos^2\kappa a}.
\]

Insert \(\tan\kappa a=\gamma/\kappa\) and \(1/\cos^2\kappa a=(\kappa^2+\gamma^2)/\kappa^2\). The bracket becomes \((\kappa^2+\gamma^2)(a+1/\gamma)/\kappa\), and the right side is \(-(\kappa^2+\gamma^2)\). So \(\kappa'=-\kappa/(a+1/\gamma)\), and \(\beta\beta'=-\kappa\kappa'\) reproduces the result. A purely tangential field feels the wall.

**Field normal to the wall.** Now the magnetic field is \(H_y\). The \(x\) and \(z\) components of the curl equation give

\[
E_x=\frac{\beta H_y}{\omega\varepsilon_0\varepsilon},\qquad
E_z=\frac{i}{\omega\varepsilon_0\varepsilon}\frac{\partial H_y}{\partial x}.
\]

Just outside the right wall \(\partial_xH_y=-\gamma H_y\), so

\[
\frac{|E_z|}{|E_{x,\rm out}|}=\frac{\gamma}{\beta},\qquad
W=|E_{x,\rm out}|^2\left[\frac{\gamma^2}{\beta^2}+\frac{\varepsilon_2}{\varepsilon_1}\right].
\]

The mode called transverse has a longitudinal field at its walls. It must, since an \(E_x\) that decays sideways has \(\partial_xE_x\neq0\), and with no variation in \(y\) zero divergence then requires \(i\beta E_z=-\partial_xE_x\). The longitudinal term exceeds the normal one when \(\gamma^2/\beta^2>\varepsilon_2/\varepsilon_1\), that is, for strong lateral confinement in a high-contrast guide.

For a slab of half-width 250 nm, the wall formula was tested against the numerical change of \(\beta\) with \(a\) in both polarizations; the relative differences are below \(10^{-6}\). Replacing the normal product by the outer field squared would make \(W\) too large by a factor 1.86 in this slab.

## The TE mode of the strip

The strip has finite height, so its modes were computed with all field components. For TE, \(n_{\rm eff}=2.449\). The slab relation, used as an estimate with the strip's own index, gives

\[
\frac{\gamma}{\beta}\approx\frac{\sqrt{2.449^2-2.085}}{2.449}=0.81 .
\]

The normal field just outside the wall is 1.19 V/µm, which predicts \(|E_z|\approx0.96\) V/µm. The full solution gives 1.01 V/µm, so the estimate is about 5% low. The slab neglects variation with height, and exact agreement is not expected.

These wall fields are resolved on each side of the wall separately. The numerical output lists 0.227 and 1.320 V/µm for the normal field because it interpolates linearly across the wall, where the slope of \(d_x\) jumps. That makes both values about 11% too large. The tangential wall fields in the output are accurate to about 4%.

Near mid-height the two TE terms in \(W\) are then

\[
|E_z|^2=1.007^2=1.01,\qquad |E_{x,\rm in}||E_{x,\rm out}|=0.204\times1.187=0.24
\]

in (V/µm)². The longitudinal field provides about four fifths of the wall term. This resolves half of the opening puzzle: the small normal field inside the silicon hides a large field along the guide. The jump of \(E_x\) is real, but it belongs to the smaller term.

## The TM mode of the strip

For TM near mid-height, \(W\) is just \(|E_y|^2=0.383^2=0.15\) (V/µm)², because \(E_x\) and \(E_z\) are odd in \(y\) and vanish there. The TE value is \(1.01+0.24=1.25\), more than eight times as large.

The vertical structure explains part of the weakness. At the top and bottom faces the TM field is the normal one. Continuity of \(D_y\) makes \(E_y\) in the silicon smaller than just outside by \(\varepsilon_1/\varepsilon_2=5.8\). On the centre line the field is 1.16 V/µm at mid-height, but 2.10 V/µm in the oxide 7 nm above the top face. The mode carries 44% of its power in silicon, against 78% for TE. Much of the TM power thus travels above and below the core, where there is no silicon sidewall to be rough. Inside the core \(E_y\) also falls from 1.16 V/µm at the centre to 0.38 V/µm at the wall; this lateral drop comes from the full solution and is not derived here.

Away from mid-height, TM is less innocent. Treat the core as a horizontal slab with \(H_x=\cos\kappa_yy\). The curl equation gives

\[
E_y=-\frac{\beta}{\omega\varepsilon_0\varepsilon_1}\cos\kappa_yy,\qquad
E_z=\frac{i\kappa_y}{\omega\varepsilon_0\varepsilon_1}\sin\kappa_yy .
\]

The longitudinal field grows towards the top and bottom edges of the wall. Integrated over the full height, the wall terms can be expressed as the index change per nanometre of strip width, at fixed height. In units of \(10^{-4}\) nm⁻¹, the contributions are:

| Mode | \(E_x\) | \(E_y\) | \(E_z\) | Sum |
|---|---|---|---|---|
| TE | 3.02 | 0.19 | 12.26 | 15.5 |
| TM | 0.99 | 2.09 | 3.70 | 6.8 |

As a test, the strip was solved again with each wall moved by ±2 nm; the slopes agree with these sums to about 0.1%, relative to the slope. This shows that the wall formula is consistent on the grid used, not that the grid resolves the sharp corners. The sums are about 2% too low, and the TM \(E_x\) entry, which comes from the corners, is too low by about a quarter. The TE \(E_x\) entry is about 10% too low and the TM \(E_z\) entry about 4% too high. Differences between entries are therefore less accurate than the sums. The TE-to-TM ratio is 2.3, much less than the factor of eight at mid-height, because TM recovers wall field near the corners.

## From wall field to lost power

The index change measures how a mode acts back on itself. Loss requires the wall dipoles to send power away. Suppose the displacement \(f(z)\) is uniform over the wall height, independent on the two walls, and has correlation \(\sigma^2e^{-|u|/L_c}\) over a distance \(u\). Its spectrum is

\[
S(K)=\int_{-\infty}^{\infty}\sigma^2e^{-|u|/L_c}e^{-iKu}du
=2\sigma^2\,{\rm Re}\,\frac{1}{1/L_c+iK}
=\frac{2\sigma^2L_c}{1+K^2L_c^2}.
\]

The mode drives the wall with \(f(z)e^{i\beta z}\). The part of this drive with wavenumber \(q\) needs the roughness component \(K=q-\beta\). Over a long length \(L\), the mean square of that Fourier component is \(L\,S(q-\beta)\). Let \(p(q)\) be the power radiated per unit length by one wall, for a drive of unit displacement at wavenumber \(q\). Parseval's theorem adds the powers of different \(q\), and the independent walls add to each other:

\[
\alpha_{\rm rad}=\frac{2}{P}\int_{-k_0\sqrt{\varepsilon_2}}^{k_0\sqrt{\varepsilon_2}}
\frac{dq}{2\pi}\,S(q-\beta)\,p(q).
\]

The limits arise because a wave with larger \(|q|\) decays sideways in the oxide. The function \(p(q)\) was found by solving Maxwell's equations for the driven wall with the silicon core in place. With \(\sigma=2\) nm and \(L_c=50\) nm, the result is 2.87 dB/cm for TE and 0.63 dB/cm for TM, a ratio of 4.6. A finer grid changes the ratio by about 2% relative to the coarser grid at equal angular sampling. With the mesh refined at the walls and corners and denser sampling near grazing emission, the losses become 2.92 and 0.62 dB/cm and the ratio 4.7, so the last digits shown are not converged.

Letting one source component radiate at a time shows what matters. For TE, the \(E_z\) source alone gives 2.50 dB/cm and the \(E_x\) source 0.30; interference supplies most of the small remainder. For TM, \(E_y\) gives 0.33 and \(E_z\) 0.23 dB/cm. TM's \(E_z\) has the larger share of the index change but the smaller share of the loss.

Symmetry offers a reason. A source proportional to \(\sin\kappa_yy\), radiating into uniform oxide with vertical wavenumber \(k_y\), has an amplitude proportional to

\[
\int_{-h/2}^{h/2}\sin(\kappa_yy)\,e^{-ik_yy}dy
=-2i\int_0^{h/2}\sin(\kappa_yy)\sin(k_yy)\,dy .
\]

This vanishes for horizontal emission. Since \(|k_y|\le k_0\sqrt{\varepsilon_2}\), the phase \(k_yh/2\) stays below 0.65 rad, and the upper and lower halves of the wall partly cancel at other angles too. The TE longitudinal source is even in \(y\), and its halves add. The core preserves this parity but changes the radiated powers considerably, so the argument gives the direction of the effect, not its size.

## Light that stays in the guide

Roughness also scatters light into guided modes. A backward mode has the same transverse field and the opposite \(E_z\), so the overlap becomes \(|E_x|^2+|E_y|^2-|E_z|^2\), with the normal term understood as the two-sided product. From the table, TE gives \(3.02+0.19-12.26=-9.05\), while TM gives \(0.99+2.09-3.70=-0.62\), in \(10^{-4}\) nm⁻¹. TM nearly cancels at this geometry. Its small remainder is sensitive to the fields at the sharp corners, so only its smallness should be relied on.

Moving one wall by \(f\) changes the width by \(f\), so the coupling per unit displacement is \(C=k_0\) times these numbers. The backscattering rate from two walls is \(2C^2S(2\beta)\). For TE, \(k_0=0.00405\) nm⁻¹ gives \(C=3.67\times10^{-6}\) nm⁻² and \(S(2\beta)\approx201\) nm³, hence \(5.4\times10^{-9}\) nm⁻¹, or 0.24 dB/cm. Scattering into all guided modes costs TE 0.94 dB/cm on this grid, so other guided modes take about 0.70. These figures are good to about 15%: a mesh refined at the walls and corners shifts the TE overlap to about \(-8.6\) and the TM one to about \(-0.2\), and gives 0.21 dB/cm for TE backscattering, about 0.80 for the other modes and about 1.0 in total. The other mode is the second TE mode, with \(n_{\rm eff}\approx1.49\), close to cutoff; this channel is absent in a strip narrow enough to cut that mode off. For TM the total is of order 0.001 dB/cm or less. Including these channels raises the loss ratio from 4.6 to about 6.

## When the advantage shrinks

**Long correlation lengths.** The smallest \(|K|\) that leads to radiation is \(\beta-k_0\sqrt{\varepsilon_2}\): 0.0041 nm⁻¹ for TE and 0.0013 nm⁻¹ for TM. TM lies closer to phase matching. At \(L_c=50\) nm this matters little, because at equal \(q\) the values of \(KL_c\) for the two modes differ by only 0.14. At \(L_c=500\) nm the factor \(1/(1+K^2L_c^2)\) at these edges is about 0.19 for TE and 0.69 for TM. With \(\sigma\) and the geometry held fixed, the radiation-loss ratio falls from 4.6 at 50 nm to 2.4 at 200 nm and 1.3 at 500 nm (4.7, 2.5 and 1.4 on the refined mesh). These ratios leave out scattering into guided modes, which adds much more to the TE loss than to the TM loss, so the ratio of total losses stays higher.

**Very wide strips.** Far from cutoff, the lateral wave must fit between the walls: \(\kappa(w+\delta)\approx\pi\), where the length \(\delta\) accounts for penetration and the reflection phase. If \(N\) is the mode index of the infinitely wide film,

\[
n_{\rm eff}^2\approx N^2-\frac{\pi^2}{k_0^2(w+\delta)^2}
\quad\Longrightarrow\quad
\frac{dn_{\rm eff}}{dw}\approx\frac{\pi^2}{k_0^2n_{\rm eff}(w+\delta)^3}.
\]

As \(w\) grows, \(\delta\) ceases to matter and the TE-to-TM ratio tends to \(N_{\rm TM}/N_{\rm TE}\). This is below one. For the film, the TE condition is \(\tan(\kappa_yh/2)=\gamma_y/\kappa_y\), while TM has an extra factor \(\varepsilon_1/\varepsilon_2\) on the right, which forces a larger \(\kappa_y\) and so a smaller \(N\). The wall sensitivity must therefore eventually be larger for TM.

The computed ratio is 3.2 at a width of 400 nm, 2.3 at 500 nm, 1.2 at 1000 nm and 0.98 at 1500 nm. The last value moves to about 1.00 on a finer mesh, so it only places the crossing somewhere near 1500 nm. Sensitivity is not loss, however: at 1000 nm the radiation losses are about 0.3 and 0.13 dB/cm, still a ratio of more than two. Both losses have fallen, and the TM advantage has narrowed. Whether the loss itself reverses at larger width was not calculated.

**Rough horizontal faces.** There the roles change, since TM is normal to the top face and strong beside it. A uniform top-face shift of 0.2 nm changes the TM index by about \(1.4\times10^{-3}\), about as much as a 2 nm sidewall shift. For TE the corresponding values are \(0.74\times10^{-3}\) and \(3.1\times10^{-3}\). These are sensitivities, not losses, but they suggest that a smooth film matters more for TM than for TE.

## Beside a real waveguide

The dimensions are those of common silicon-on-insulator strips, and the indices are rough typical values. The sidewall roughness of 2 nm is an assumed value. Loss in this model scales as \(\sigma^2\), so 1 nm at the same \(L_c\) would give about 0.72 dB/cm for TE radiation and 0.16 for TM; this choice moves the absolute numbers more than the numerical errors do. Real roughness can also vary with height, walls may be tilted, and the upper cladding may differ from the lower one. Those effects alter the cancellations found above and can mix TE and TM; their size was not calculated. Absorption and bends are left out too. The weakly confined TM mode reaches further towards the substrate. A plane exponential tail, with intensity \(e^{-2\gamma s}\) and \(\gamma=k_0\sqrt{n_{\rm eff}^2-\varepsilon_2}\), would fall over \(s=2\) µm of oxide to \(5\times10^{-8}\) of its initial value for TM and to \(10^{-14}\) for TE. The tail of a strip also spreads sideways, so it falls further still. These estimates are not leakage losses, but they show which mode needs the thicker oxide.

Choosing TM for low sidewall loss is thus reasonable for a thin, straight strip of moderate width, with short-correlated wall roughness, smooth horizontal faces and sufficient oxide. The remaining computed values are in the numerical output below.

## Computed results

```
Wavelength 1550 nm; strip 500 x 220 nm
Indices: silicon 3.480, oxide 1.444
Permittivities: 12.110, 2.085; ratio 5.808
Sidewall rms 2.0 nm; correlation 50 nm
Slab wall-law relative errors: 1.9e-07, 3.0e-07
Slab outer-field-only / correct wall term: 1.86
Line-dipole largest relative error: 0.0006
Strip wall-shift relative errors TE, TM: 2.4e-04, 1.1e-03
TE n_eff 2.4486; power fraction in silicon 0.783
TE dn/dw from Ex, Ey, Ez (1e-4/nm): 3.015, 0.194, 12.256
TE total dn/dw 15.465 x 1e-4/nm
TM n_eff 1.7756; power fraction in silicon 0.443
TM dn/dw from Ex, Ey, Ez (1e-4/nm): 0.988, 2.091, 3.696
TM total dn/dw 6.775 x 1e-4/nm
Fields at 1 mW guided power, near mid-height:
TE centre |Ex| 1.998 V/um
TE wall |Ex| inside 0.227, outside 1.320 V/um
TE wall |Ez| 0.986 V/um
TM centre |Ey| 1.158 V/um
TM wall |Ey| 0.398 V/um
TM |Ey| on centre line, 6.9 nm above top: 2.101 V/um
TE radiation loss 2.869 dB/cm
TE loss from Ex, Ey, Ez sources alone (dB/cm): 0.297, 0.002, 2.495
TM radiation loss 0.626 dB/cm
TM loss from Ex, Ey, Ez sources alone (dB/cm): 0.024, 0.325, 0.232
TE/TM radiation-loss ratio 4.584
Six-angle losses TE, TM: 2.882, 0.640 dB/cm
Finer-grid losses TE, TM: 2.892, 0.628 dB/cm; ratio 4.602
TE/TM loss ratio for correlation 50, 200, 500 nm: 4.584, 2.448, 1.345
At width 1000 nm, losses TE, TM: 0.309, 0.129 dB/cm; ratio 2.398
Width 400 nm: dn/dw TE, TM 28.767, 8.876 x 1e-4/nm; ratio 3.241
Width 500 nm: dn/dw TE, TM 15.465, 6.775 x 1e-4/nm; ratio 2.283
Width 700 nm: dn/dw TE, TM 5.734, 3.706 x 1e-4/nm; ratio 1.547
Width 1000 nm: dn/dw TE, TM 1.975, 1.664 x 1e-4/nm; ratio 1.187
Width 1500 nm: dn/dw TE, TM 0.586, 0.599 x 1e-4/nm; ratio 0.978
Wall slope scale sigma/correlation 0.040
TE scattering into guided modes 0.936 dB/cm
TE index shift: side 3.09e-03, top at 0.2 nm rms 7.41e-04
TE tail intensity factor over 2000 nm oxide 1.19e-14
TM scattering into guided modes 0.001 dB/cm
TM index shift: side 1.35e-03, top at 0.2 nm rms 1.45e-03
TM tail intensity factor over 2000 nm oxide 5.29e-08
```
